The Thomas-Fermi equation of a neutral atom and its boundary conditions

Anyone who computes a Thomas-Fermi atom on a radial grid must settle two things first: whether the calculation has to be repeated for every element, and what to impose at the outer edge of the grid. A change of variables answers the first question. One function χ(x) serves all neutral atoms, and the nuclear charge Z enters through a length b and a prefactor. Neutrality answers the second: the potential multiplied by r, and not merely the potential itself, must vanish far from the nucleus.

**The density that minimizes the energy**

Hartree atomic units are used. The atom has a point nucleus of charge Z and N electrons with number density n(r), which is assumed spherical and without spin polarization. Exchange, correlation and gradient corrections to the kinetic energy are left out.

The kinetic energy is taken from the uniform electron gas. With two spin states, filling all momenta up to k gives

n = 2 (4πk³/3)/(2π)³ = k³/(3π²).   (1)

The average of p²/2 over the filled sphere is (3/5)(k²/2) = 3k²/10. Multiplying by n, with k = (3π²n)^(1/3), gives the kinetic energy per volume. The model applies this at each point with the local density, so the total energy is

E[n] = C ∫ n^(5/3) d³r − Z ∫ (n/r) d³r + ½ ∫∫ n(r) n(r′)/|r − r′| d³r d³r′,
C = (3/10)(3π²)^(2/3).   (2)

Let φ be the electrostatic potential of the nucleus and the electrons, as felt by a positive unit charge:

φ(r) = Z/r − ∫ n(r′)/|r − r′| d³r′.   (3)

The potential energy of an electron is −φ. Under a small change δn, the double integral in (2) changes through both of its densities. The two contributions are equal and cancel the factor ½. Hence

δE = ∫ [(5/3) C n^(2/3) − φ] δn d³r.   (4)

The electron number is held fixed with a Lagrange multiplier μ, the chemical potential. Where n > 0, δn may have either sign, so the bracket must equal μ. Since (5/3)(3/10) = ½,

½ (3π²n)^(2/3) = μ + φ   where n > 0.   (5)

Where n = 0, the density can be raised but not lowered. A minimum then requires the bracket minus μ to be non-negative, that is, μ + φ ≤ 0. Both cases are contained in

n = [2(μ + φ)]^(3/2)/(3π²) if μ + φ > 0, and n = 0 otherwise.   (6)

By (1), the left side of (5) is k²/2. The Euler equation therefore says that the fastest electrons at every occupied point have the same total energy, k²/2 − φ = μ.

**What neutrality says about the potential**

A spherical shell of radius s acts at r as if its charge sat at the centre when s < r, and produces the constant potential of its own surface when s > r. Equation (3) becomes, after multiplication by r,

rφ(r) = Z − ∫₀^r 4πs²n(s) ds − r ∫_r^∞ 4πs n(s) ds.   (7)

For a neutral atom, N = Z, and the first two terms together are the number of electrons outside r. Therefore

rφ(r) = ∫_r^∞ 4πs²n(s) (1 − r/s) ds.   (8)

The factor in parentheses lies between 0 and 1. This gives two bounds:

0 ≤ rφ(r) ≤ ∫_r^∞ 4πs²n(s) ds.   (9)

The potential is nowhere negative, and rφ tends to zero at large r, because the number of electrons outside r does.

**Why the chemical potential vanishes**

The value of μ follows from (6), (8) and (9).

Suppose μ > 0. Since φ ≥ 0, equation (6) gives n ≥ (2μ)^(3/2)/(3π²) at every radius. The total number of electrons would be infinite, which contradicts N = Z.

Suppose μ < 0. Since φ → 0, the sum μ + φ is negative beyond some radius, and the density vanishes there. Let R be the smallest radius beyond which n = 0. Equation (8) gives φ(R) = 0. But there are radii as close to R as we please, on its inner side, where n > 0 and hence μ + φ > 0. As φ is continuous, μ + φ(R) ≥ 0, so μ ≥ 0, a contradiction.

What remains is

μ = 0,   n = (2φ)^(3/2)/(3π²)   for the neutral atom.   (10)

By (4) and (5), a small change of electron number within the occupied region changes the energy by μ δN. In this model, removing an infinitesimal charge from a neutral atom thus costs no energy to first order. The model gives no useful first ionization energy through μ.

The first contradiction relies on unlimited space. If a neutral atom is enclosed in a sphere of finite radius, the density can stay positive up to the wall. There φ = 0 by (8), with the integral ending at the wall, and (6) then requires μ > 0. For germanium the computed values are 9.8 × 10⁻³, 8.1 × 10⁻⁴ and 6.0 × 10⁻⁵ hartree for spheres of 10, 20 and 40 bohr. They fall towards the free-atom value, zero.

**One equation for the potential**

Write U(r) = rφ(r). Splitting (8) into its two terms and differentiating gives

U′ = −4πr²n + r · 4πr n − ∫_r^∞ 4πs n ds = −∫_r^∞ 4πs n(s) ds.   (11)

The first term comes from the lower limit of the first integral, the second from the lower limit of the second integral; they cancel. One more derivative gives

U″ = 4πr n.   (12)

This is Poisson's equation. For a spherical function ∇²φ = (1/r)(rφ)″, so (12) states ∇²φ = 4πn for r > 0. The sign is positive because the electrons carry charge density −n.

Now insert (10), with φ = U/r:

U″ = 4πr · 2^(3/2) (U/r)^(3/2)/(3π²) = A U^(3/2)/r^(1/2),   A = 8√2/(3π).   (13)

The coefficient is 4 · 2^(3/2)/(3π), and 2^(3/2) = 2√2. The power of r is 1 − 3/2 = −1/2.

**Removing the nuclear charge**

Close to the nucleus φ is nearly Z/r, so U is nearly Z. This suggests measuring U in units of Z and r in units of a length b still to be chosen:

rφ(r) = Z χ(x),   r = b x.   (14)

From here on, a prime on χ means d/dx. Each derivative with respect to r brings a factor 1/b, so U″ = Zχ″/b². Equation (13) becomes

Zχ″/b² = A Z^(3/2) χ^(3/2)/(b^(1/2) x^(1/2)).   (15)

Multiplying by b²/Z,

χ″ = [A Z^(1/2) b^(3/2)] χ^(3/2)/x^(1/2).   (16)

The bracket equals one if b^(3/2) = 1/(A Z^(1/2)). Raising this to the power 2/3 gives

b = [3π/(8√2)]^(2/3) Z^(−1/3) = (9π²/128)^(1/3) Z^(−1/3) = 0.8853 Z^(−1/3) bohr,   (17)

where (8√2)² = 128 was used. With this choice,

χ″ = χ^(3/2)/x^(1/2).   (18)

Neither Z nor any constant of nature is left. The function χ is the fraction of the bare nuclear potential that survives screening, since φ = (Z/r)χ. Every radius fixed by a value of x, such as the radius that encloses a given fraction of the electrons, shrinks as Z^(−1/3): in this model a heavier atom holds that fraction of its larger number of electrons in a smaller sphere. Real atoms follow this only on average: in Hartree-Fock the sphere holding half of the electrons is larger for calcium (0.61 bohr) than for argon (0.56 bohr). Lengths not tied to a fixed x, such as the local electron length 1/k discussed at the end, scale differently.

**The two boundary conditions**

*At the nucleus.* In (7) the electrons enclosed within r vanish as r → 0. The last term needs more care, because the integral of s n might grow. Choose a radius a > r and split the integral there. Inside a, r/s ≤ 1; outside a, r/s ≤ r/a. Thus

r ∫_r^∞ 4πs n ds = ∫_r^∞ 4πs²n (r/s) ds ≤ ∫₀^a 4πs²n ds + N r/a.   (19)

The first term is made as small as desired by the choice of a, and the second then vanishes as r → 0. Hence rφ → Z and

χ(0) = 1.   (20)

*Far away.* The upper bound in (9) gives rφ → 0, so

χ(x) → 0 as x → ∞.   (21)

This is stronger than φ → 0. A positive ion of net charge q has φ = q/r outside its electrons, which also tends to zero, but rφ = q does not. Condition (21) carries the information that the atom is neutral.

The zero cannot be reached at a finite x₀. If χ(x₀) = 0, the non-negative integrand in (8) must vanish outside x₀, so (11) gives χ′(x₀) = 0 as well. Take x₀ to be the smallest such point. Integrating (18) twice inward from x₀,

χ(x) = ∫_x^x₀ (s − x) χ(s)^(3/2)/s^(1/2) ds.   (22)

Let M be the largest value of χ on the interval from x₀ − d to x₀. Since ∫(s − x) ds ≤ d²/2 there, (22) gives M ≤ d²M^(3/2)/[2(x₀ − d)^(1/2)]. As M > 0, division by M yields M^(1/2) ≥ 2(x₀ − d)^(1/2)/d². For d → 0 the right side grows without limit while M → 0, which is impossible. The neutral Thomas-Fermi atom has no edge.

**The conditions suffice**

It remains to check that (20) and (21) return the right number of electrons and select a single solution.

From (12) and (14), the number of electrons in a thin shell is 4πr²n dr = rU″ dr = Z xχ″ dx. By (18), the fraction of Z enclosed within x is

F(x) = ∫₀^x y^(1/2) χ^(3/2) dy = ∫₀^x yχ″ dy = 1 − χ(x) + xχ′(x).   (23)

The last step is an integration by parts. Its lower limit contributes χ(0) = 1; the term yχ′ vanishes there because χ″ behaves as y^(−1/2), which is integrable, so χ′(0) is finite.

By (18), χ″ ≥ 0, so χ′ never decreases. It cannot become positive, or χ would grow without limit instead of obeying (21). Hence |χ′| does not increase with x, and

(x/2)|χ′(x)| ≤ ∫_{x/2}^x |χ′(y)| dy = χ(x/2) − χ(x) → 0.   (24)

Both χ and xχ′ vanish at infinity, so F → 1 and N = Z. The potential Zχ/r is also the true potential of this density: the functions r times each potential have the same second derivative, so they differ by a straight line, and that line is zero because both functions agree at r = 0 and at infinity.

For uniqueness, let D = χ₁ − χ₂ be the difference of two non-negative solutions of (18), (20) and (21). It vanishes at both ends. If D were positive somewhere, it would have a positive maximum, where D″ ≤ 0. But there χ₁ > χ₂, and (18) gives D″ > 0. Exchanging the two solutions excludes negative values. So D = 0.

The initial slope is therefore fixed by the condition at infinity. Numerical solution gives

χ′(0) = −1.588071.   (25)

Consider what another slope would do. Let χ₁ start from 1 with slope χ′(0) + ε. If ε < 0, D = χ₁ − χ starts downward, and (18) keeps D″ negative as long as χ₁ ≥ 0. Thus D ≤ εx, and since χ → 0, χ₁ must reach zero at a finite x₀. If ε > 0, the same argument gives D ≥ εx wherever χ₁ is finite, so χ₁ turns upward and grows without bound; for ε = 0.01 it diverges at a finite x, near 14.8.

The first case describes a positive ion. For an ion μ is not zero: at its edge R, μ + φ = 0 and φ = (Z − N)/R, so μ = −(Z − N)/R. Equation (14) is replaced by r(μ + φ) = Zχ. The added term μr is linear, so (12) and hence (18) are unchanged inside the ion. At its edge χ = 0, and (23) gives the missing charge

(Z − N)/Z = 1 − F(x₀) = −x₀χ′(x₀).   (26)

The second case does not satisfy (21) and is not a free neutral atom.

The separation is rapid. Lowering the slope by 0.01 brings the zero to x₀ = 3.585 and leaves 42.5% of the nuclear charge uncompensated. Raising it by 0.01 produces a minimum χ = 0.247 at x = 2.972, followed by a rise. An outward integration with a guessed slope is thus very sensitive to that guess. It is better to impose the two end conditions together, as a boundary-value problem.

On a finite grid one may set χ(X) = 0 at a large X. By the argument after (22), the slope at X cannot also vanish, and (23) shows that a charge fraction −Xχ′(X) is missing. With X = 400 the computed charge fraction is 0.99999, so the cut is harmless for the values below.

**A germanium atom**

For a free neutral germanium atom, Z = 32 and Z^(1/3) = 3.1748. Equation (17) gives

b = 0.885341/3.17480 = 0.27887 bohr = 14.76 pm.

To recover the density from χ, divide (12) by 4πr and use (14) and (18):

n = U″/(4πr) = Zχ″/(4πb³x) = [Z/(4πb³)] (χ/x)^(3/2).   (27)

At r = 1 bohr, x = 1/0.27887 = 3.586, and the solution has χ = 0.1254. The prefactor is 32/(4π × 0.02169) = 117.4 bohr⁻³, and (0.1254/3.586)^(3/2) = 0.00654. The density is their product, 0.768 bohr⁻³. The same steps at other radii give the following values; the last column is 32F(x) from (23).

r (bohr) | x | χ | n (bohr⁻³) | electrons inside
0.1 | 0.359 | 0.684 | 309 | 3.2
0.3 | 1.076 | 0.404 | 27.0 | 10.3
1.0 | 3.586 | 0.125 | 0.768 | 22.8
3.0 | 10.758 | 0.021 | 0.0102 | 30.0

Half of the electrons lie within x = 1.882, which is r = 1.882 × 0.27887 = 0.525 bohr. The value of x is common to all neutral atoms in this model; the radius scales with b.

The initial slope also has a direct meaning. Letting r → 0 in (11), the electrons' repulsive potential energy for one more electron at the nucleus is

∫₀^∞ 4πs n ds = −U′(0) = −Zχ′(0)/b = 32 × 1.588071/0.27887 = 182.2 hartree.   (28)

These are values of the model. Non-relativistic Hartree-Fock gives 155 hartree for the same quantity in germanium, and 25.5 electrons inside 1 bohr instead of 22.8; the half-charge radius, 0.52 bohr, is close to the model value.

The numerical check also solves (6) and (7) directly in r, without χ or b, for a neutral atom enclosed in the sphere of 40 bohr mentioned above, so that the integrals end at the wall. For germanium the two densities differ by at most 0.025% of the reduced result at the grid points between 0.01 and 4 bohr. Almost all of this difference is the numerical error of the radial grid; the wall itself changes the density in this range by less than one part in 10⁶. This checks the reduction, not how well the model describes real germanium.

**Where the model stops being reliable**

Using the uniform gas at each point requires the potential to change little over the local electron length 1/k. By (14) the potential changes over the distance φ/|dφ/dr| = r/(1 − xχ′/χ), which is r at the nucleus and smaller elsewhere because χ′ < 0. A large kr is therefore a necessary condition. From (5), with μ = 0, and (14),

kr = r(2φ)^(1/2) = (2Zχr)^(1/2).   (29)

Close to the nucleus χ → 1 and kr → (2Zr)^(1/2), which is small for r well below 1/(2Z). There (10) gives n → (2Z/r)^(3/2)/(3π²), a divergence that lies where the approximation has no justification. The number of electrons involved remains finite, because r²n varies as r^(1/2).

Far out the condition fails again. The function 144/x³ satisfies (18): its second derivative is 1728/x⁵, and 144^(3/2) = 1728. It is infinite at x = 0, so it is not the atomic solution, but it bounds it. The difference 144/x³ − χ is positive near the nucleus and vanishes at infinity, and by the argument used for uniqueness it cannot have a negative minimum. So χ ≤ 144/x³, and kr falls to zero at large r at least as fast as 1/r.

For germanium, (29) gives kr = 2.1, 2.8, 2.8 and 2.0 at the four tabulated radii. These numbers are not large, and the distance over which φ changes is shorter than r: 0.76r at 0.1 bohr and 0.34r at 3 bohr, where k times this distance is only 0.7. The density is at best a smooth outline. In terms of x, (kr)² = 2Zb xχ, which grows as Z^(2/3) at fixed x: at fixed x, and with relativity left out, the approximation improves with nuclear charge, but slowly. The quantity in (28) exceeds its Hartree-Fock value by 24% for neon, 21% for argon and 17% for krypton. Shell structure is absent because the kinetic energy in (2) is that of the uniform gas at the local density, with momenta filled continuously up to k; nothing in it quantizes the motion. The reduced equation gives the smooth part of the trends with Z, not their periodic part, and it does not describe the outer electrons that govern bonding. As a starting potential it lacks the −1/r tail felt by an outer electron, since χ ≤ 144/x³, and it binds valence levels weakly: the Schrödinger equation in the potential −Zχ/r puts the germanium 4p level at −0.087 hartree, against −0.29 hartree for the highest Hartree-Fock orbital, and the iron 3d level at only −0.003 hartree.

Table of computed values

```
b * Z^(1/3) = 0.885341 bohr
germanium: Z = 32, Z^(1/3) = 3.17480
germanium: b = 0.27887 bohr = 14.757 pm
germanium: b from direct solution = 0.27887 bohr
second test: Z = 10, b = 0.41094 bohr
second test: b from direct solution = 0.41095 bohr
initial slope chi'(0) = -1.588071
outer end of chi calculation: x = 400
integral of sqrt(x) chi^(3/2) = 0.999986
half-charge scaled radius x = 1.88236
germanium half-charge radius, reduced = 0.52492 bohr
germanium half-charge radius, direct = 0.52494 bohr
Ge table: r/bohr, x, chi, n/bohr^-3, direct n/bohr^-3, electrons inside, direct electrons inside
0.1  0.3586  0.68367  309.12  309.1  3.218  3.219
0.3  1.0758  0.40401  27.024  27.021  10.322  10.323
1.0  3.5860  0.12538  0.76767  0.7676  22.775  22.774
3.0  10.7579  0.02114  0.010231  0.010232  30.016  30.014
largest relative density difference, Ge, 0.01 to 4 bohr = 2.48e-04
largest relative density difference, Z = 10, same range = 1.06e-04
electron repulsion at Ge nucleus, reduced = 182.232 hartree
electron repulsion at Ge nucleus, direct = 182.228 hartree
Ge in sphere of radius 10 bohr: mu = 9.750e-03 hartree
Ge in sphere of radius 20 bohr: mu = 8.055e-04 hartree
Ge in sphere of radius 40 bohr: mu = 5.994e-05 hartree
energy slope for charge transfer, 0.1 to 1 bohr = 4.94e-06 hartree per electron
steeper trial slope = -1.598071: zero at x = 3.5854
steeper trial: missing charge fraction = 0.42514, by quadrature = 0.42514
shallower trial slope = -1.578071: minimum at x = 2.9720, chi = 0.24658
```
